# The Stability Bound on the Linear Magnetoelectric Coefficient: a numerical check

```python
"""
Result under test: a stable linear magnetoelectric obeys
    alpha_ij**2 < eps_ii * mu_jj   for every pair of axes i, j,
where D = eps E + alpha H and B = alpha^T E + mu H.
E, H: internal electric and magnetic fields; D, B: displacement and flux density.
response = [[eps, alpha], [alpha^T, mu]]; stiffness = inverse of response.
Stored free energy per volume = (1/2) (D,B) . stiffness . (D,B).
Tests use scaled fields in which eps0 = mu0 = 1; the film example is in SI.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import comb

# ---- Quantum cell: electric two-level system tied to a spin, one per volume ----
tau_x = np.array([[0.0, 1.0], [1.0, 0.0]])
pauli_z = np.diag([1.0, -1.0])
one = np.eye(2)
cell_kT = 1.0
splitting, coupling = 1.0, 0.5
dipole = 0.8 * np.kron(pauli_z, one)
moment = 0.5 * np.kron(one, pauli_z)
cell_energy = (-splitting * np.kron(tau_x, one)
               - coupling * np.kron(pauli_z, pauli_z))


def cell_D_B(E, H, diamagnetism):
    """Thermal averages of D and B; diamagnetism adds +d H^2/2 to the energy."""
    levels, states = np.linalg.eigh(cell_energy - E * dipole - H * moment)
    weights = np.exp(-(levels - levels[0]) / cell_kT)
    weights /= weights.sum()
    mean_p = weights @ np.diag(states.T @ dipole @ states)
    mean_m = weights @ np.diag(states.T @ moment @ states)
    return np.array([E + mean_p, H + mean_m - diamagnetism * H])


def cell_response(diamagnetism, step=1e-3):
    by_E = (cell_D_B(step, 0, diamagnetism) - cell_D_B(-step, 0, diamagnetism))
    by_H = (cell_D_B(0, step, diamagnetism) - cell_D_B(0, -step, diamagnetism))
    return np.column_stack([by_E, by_H]) / (2 * step)


def work_along(corners, diamagnetism, steps=400):
    """Integral of E dD + H dB along straight legs between field corners."""
    total = 0.0
    for start, end in zip(corners[:-1], corners[1:]):
        fields = np.linspace(start, end, steps + 1)
        fluxes = np.array([cell_D_B(E, H, diamagnetism) for E, H in fields])
        total += np.sum((fields[1:] + fields[:-1]) / 2 * np.diff(fluxes, axis=0))
    return total


dia = 0.35
cell_para = cell_response(0.0)
cell_dia = cell_response(dia)
for resp in (cell_para, cell_dia):
    assert abs(resp[0, 1] - resp[1, 0]) < 1e-6      # Maxwell relation
    assert resp[0, 1] ** 2 < resp[0, 0] * resp[1, 1]
chi_e_cell = cell_para[0, 0] - 1
chi_m_para = cell_para[1, 1] - 1
chi_m_dia = cell_dia[1, 1] - 1
assert cell_para[0, 1] ** 2 < chi_e_cell * chi_m_para   # linear coupling only
assert chi_m_dia < 0 and cell_dia[0, 1] ** 2 > chi_e_cell * chi_m_dia

amp = 0.05
work_E_first = work_along([(0, 0), (amp, 0), (amp, amp)], dia)
work_H_first = work_along([(0, 0), (0, amp), (amp, amp)], dia)
field_pair = np.array([amp, amp])
work_quadratic = 0.5 * field_pair @ cell_dia @ field_pair
assert abs(work_E_first - work_H_first) < 1e-6 * work_E_first
# finite fields leave a relative quartic correction of order amp**2
assert abs(work_E_first / work_quadratic - 1) < 5e-3

# ---- Random full tensors: stability read from the stiffness eigenvalues ----
rng = np.random.default_rng(7)
samples = 4000
noise = rng.normal(size=(samples, 6, 6))
response = np.eye(6) + 0.45 * (noise + noise.transpose(0, 2, 1)) / 2
stable = np.linalg.eigvalsh(np.linalg.inv(response))[:, 0] > 0
eps, mu, alpha = response[:, :3, :3], response[:, 3:, 3:], response[:, :3, 3:]
eps_diag = np.diagonal(eps, axis1=1, axis2=2)
mu_diag = np.diagonal(mu, axis1=1, axis2=2)
products = eps_diag[:, :, None] * mu_diag[:, None, :]
positive_diag = (eps_diag > 0).all(axis=1) & (mu_diag > 0).all(axis=1)
nine_hold = positive_diag & (alpha ** 2 < products).all(axis=(1, 2))
assert stable.sum() > 100 and nine_hold[stable].all()
unstable_break = int((~stable & ~nine_hold).sum())
unstable_pass = int((~stable & nine_hold).sum())
assert unstable_break > 0 and unstable_pass > 0
largest_ratio = (alpha[stable] ** 2 / products[stable]).max()

blocks_ok = ((np.linalg.eigvalsh(eps)[:, 0] > 0)
             & (np.linalg.eigvalsh(mu)[:, 0] > 0))
inv_eps_root = np.linalg.inv(np.linalg.cholesky(eps[blocks_ok]))
inv_mu_root = np.linalg.inv(np.linalg.cholesky(mu[blocks_ok]))
scaled_alpha = inv_eps_root @ alpha[blocks_ok] @ inv_mu_root.transpose(0, 2, 1)
sigma = np.linalg.svd(scaled_alpha, compute_uv=False)[:, 0]
assert np.array_equal(sigma < 1, stable[blocks_ok])
assert not stable[~blocks_ok].any()
assert (~stable[blocks_ok]).any()

# All nine pair bounds hold here, yet the stored energy can be negative.
uniform = np.block([[np.eye(3), np.full((3, 3), 0.5)],
                    [np.full((3, 3), 0.5), np.eye(3)]])
trial_fields = np.array([1.0, 1, 1, -1, -1, -1])
trial_flux = uniform @ trial_fields
uniform_energy = 0.5 * trial_flux @ np.linalg.inv(uniform) @ trial_flux
uniform_sigma = np.linalg.svd(uniform[:3, 3:], compute_uv=False)[0]
assert uniform_energy < 0 and uniform_sigma > 1

# ---- Film: rough round inputs for an insulating antiferromagnetic oxide ----
eps_r, mu_r = 12.0, 1.001
alpha_film = 4e-12            # s/m
thickness, bias = 200e-9, 2.0  # m, V
temperature = 290.0           # K
eps_film, mu_film = eps_r * sc.epsilon_0, mu_r * sc.mu_0
alpha_limit = np.sqrt(eps_film * mu_film)
E_film = bias / thickness

# Least stored energy at unit scaled E, found by a search over H.
least_energy = {}
for fraction in (0.5, 0.99, 1.01):
    a = fraction * alpha_limit * sc.c
    pair = np.array([[eps_r, a], [a, mu_r]])
    stiffness = np.linalg.inv(pair)

    def stored(H):
        flux = pair @ np.array([1.0, H])
        return 0.5 * flux @ stiffness @ flux

    found = minimize_scalar(stored)
    least_energy[fraction] = found.fun
    assert abs(found.fun - 0.5 * (eps_r - a * a / mu_r)) < 1e-8
    assert abs((pair @ np.array([1.0, found.x]))[1]) < 1e-5   # B = 0 there
    assert (found.fun > 0) == (fraction < 1)
    assert (np.linalg.eigvalsh(stiffness)[0] > 0) == (fraction < 1)

B_induced = alpha_film * E_film
B_ceiling = alpha_limit * E_film
M_closed = B_induced / sc.mu_0                      # H = 0
H_open = brentq(lambda H: alpha_film * E_film + mu_film * H, -1e3, 1e3)
M_open = -H_open                                    # B = 0
assert abs(M_open / (alpha_film * E_film / mu_film) - 1) < 1e-9
eps_shift = alpha_film ** 2 / (eps_film * mu_film)
alpha_matter = np.sqrt((eps_r - 1) * (mu_r - 1)) / sc.c

# ---- Effects left out of the linear, uniform model ----
breakdown = 1e8               # V/m, rough
barrier = 1.0 * sc.e          # J, rough
force = sc.e * E_film
tunnel_length = barrier / force
assert tunnel_length < thickness
tunnel_exponent = (4 * np.sqrt(2 * sc.m_e) * barrier ** 1.5
                   / (3 * sc.hbar * force))
wkb = quad(lambda s: 2 * tunnel_length * np.sqrt(
    2 * sc.m_e * barrier * (1 - s)) / sc.hbar, 0, 1)[0]
assert abs(wkb / tunnel_exponent - 1) < 1e-6

P_linear = sc.epsilon_0 * (eps_r - 1) * E_film
P_scale = 0.30                # C/m^2, rough scale of the quartic term
quartic = (P_linear / P_scale) ** 2
P_ratio = brentq(lambda p: p + quartic * p ** 3 - 1, 0, 1.1, xtol=1e-15)
P_loss = 1 - P_ratio
assert abs(P_loss / quartic - 1) < 1e-3

neel = 310.0                  # K, rough
spin = 1.5
projections = np.arange(-spin, spin + 1)


def order_excess(order, T):
    """Mean-field spin average minus the assumed sublattice order."""
    y = 3 * spin / (spin + 1) * order * neel / T
    w = np.exp(y * projections / spin)
    return (w @ projections) / (spin * w.sum()) - order


assert order_excess(1e-3, 0.999 * neel) > 0 > order_excess(1e-3, 1.001 * neel)
order_use = brentq(order_excess, 1e-3, 1, args=(temperature,))
order_warm = brentq(order_excess, 1e-3, 1, args=(temperature + 10,))

# Noise law checked on independent spins by an explicit sum over all states.
N_spins, test_kT, test_volume = 40, 2.0, 3.0
flipped = np.arange(N_spins + 1)
M_values = (N_spins - 2 * flipped) / test_volume


def mean_M(H, power=1):
    w = comb(N_spins, flipped) * np.exp(test_volume * M_values * H / test_kT)
    return (w @ M_values ** power) / w.sum()


test_chi = (mean_M(1e-4) - mean_M(-1e-4)) / 2e-4
assert abs(mean_M(0, 2) / (test_kT * test_chi / test_volume) - 1) < 1e-5

cell_side = 100e-9
cell_volume = cell_side ** 2 * thickness
M_noise = np.sqrt(sc.k * temperature * (mu_r - 1) / (sc.mu_0 * cell_volume))
side_ten_percent = cell_side * M_noise / (0.1 * M_closed)

# ---- Printed numbers ----
print("QUANTUM CELL (scaled units, eps0 = mu0 = 1)")
print(f"splitting, coupling, kT: {splitting}, {coupling}, {cell_kT}")
print(f"dipole, moment, diamagnetic d: {dipole[0,0]}, {moment[0,0]}, {dia}")
print(f"eps, mu with d: {cell_dia[0,0]:.5f}, {cell_dia[1,1]:.5f}")
print(f"alpha from D(H), from B(E): {cell_dia[0,1]:.5f}, {cell_dia[1,0]:.5f}")
print(f"alpha^2, eps*mu: {cell_dia[0,1]**2:.5f}, "
      f"{cell_dia[0,0]*cell_dia[1,1]:.5f}")
print(f"chi_e*chi_m without d: {chi_e_cell*chi_m_para:.5f}")
print(f"chi_m, chi_e*chi_m with d: {chi_m_dia:.5f}, {chi_e_cell*chi_m_dia:.5f}")
print(f"final E = H in work test: {amp}")
print(f"work, E first / H first: {work_E_first:.8f} / {work_H_first:.8f}")
print(f"work, quadratic form: {work_quadratic:.8f}")
print("RANDOM TENSORS")
print(f"samples, stable: {samples}, {int(stable.sum())}")
print(f"largest alpha^2/(eps mu) among stable: {largest_ratio:.4f}")
print(f"unstable, some pair bound broken: {unstable_break}")
print(f"unstable, all nine bounds hold: {unstable_pass}")
print(f"all alpha=0.5: energy, singular value: {uniform_energy:.3f}, "
      f"{uniform_sigma:.3f}")
print("LEAST STORED ENERGY at scaled E = 1, film eps_r and mu_r")
for fraction, value in least_energy.items():
    print(f"alpha/limit = {fraction}: {value:.5f}")
print("FILM")
print(f"eps_r, mu_r: {eps_r}, {mu_r}")
print(f"alpha: {alpha_film*1e12:.2f} ps/m")
print(f"thickness, bias: {thickness*1e9:.0f} nm, {bias:.1f} V")
print(f"electric field: {E_film*1e-8:.3f} MV/cm")
print(f"limit on alpha: {alpha_limit*1e12:.0f} ps/m")
print(f"c*alpha, c*limit: {sc.c*alpha_film:.3e}, {sc.c*alpha_limit:.4f}")
print(f"alpha/limit: {alpha_film/alpha_limit:.3e}")
print(f"limit if matter response positive: {alpha_matter*1e12:.1f} ps/m")
print(f"induced B at H=0: {B_induced*1e6:.2f} uT")
print(f"ceiling on induced B: {B_ceiling*1e3:.1f} mT")
print(f"M at H=0, at B=0: {M_closed:.3f}, {M_open:.3f} A/m")
print(f"relative drop of eps at B=0: {eps_shift:.3e}")
print("NEGLECTED EFFECTS")
print(f"rough breakdown field: {breakdown*1e-8:.1f} MV/cm")
print(f"field/breakdown: {E_film/breakdown:.2f}")
print(f"barrier, tunnel length: {barrier/sc.e:.1f} eV, "
      f"{tunnel_length*1e9:.0f} nm")
print(f"tunnelling exponent: {tunnel_exponent:.0f}")
print(f"polarization, quartic scale: {P_linear*100:.4f}, "
      f"{P_scale*100:.0f} uC/cm2")
print(f"relative loss of polarization: {P_loss:.2e}")
print(f"rough Neel temperature: {neel:.0f} K")
print(f"order at {temperature:.0f} K, {temperature+10:.0f} K: "
      f"{order_use:.3f}, {order_warm:.3f}")
print(f"relative loss of order over 10 K: {1-order_warm/order_use:.3f}")
print(f"cell side: {cell_side*1e9:.0f} nm")
print(f"rms thermal M in cell: {M_noise:.1f} A/m")
print(f"side for noise = 10% of signal: {side_ten_percent*1e9:.0f} nm")
print("PASS")
```

Running it gives:

```
QUANTUM CELL (scaled units, eps0 = mu0 = 1)
splitting, coupling, kT: 1.0, 0.5, 1.0
dipole, moment, diamagnetic d: 0.8, 0.5, 0.35
eps, mu with d: 1.49751, 0.90000
alpha from D(H), from B(E): 0.14434, 0.14434
alpha^2, eps*mu: 0.02083, 1.34776
chi_e*chi_m without d: 0.12438
chi_m, chi_e*chi_m with d: -0.10000, -0.04975
final E = H in work test: 0.05
work, E first / H first: 0.00335647 / 0.00335647
work, quadratic form: 0.00335774
RANDOM TENSORS
samples, stable: 4000, 1083
largest alpha^2/(eps mu) among stable: 0.8795
unstable, some pair bound broken: 1154
unstable, all nine bounds hold: 1763
all alpha=0.5: energy, singular value: -1.500, 1.500
LEAST STORED ENERGY at scaled E = 1, film eps_r and mu_r
alpha/limit = 0.5: 4.50000
alpha/limit = 0.99: 0.11940
alpha/limit = 1.01: -0.12060
FILM
eps_r, mu_r: 12.0, 1.001
alpha: 4.00 ps/m
thickness, bias: 200 nm, 2.0 V
electric field: 0.100 MV/cm
limit on alpha: 11561 ps/m
c*alpha, c*limit: 1.199e-03, 3.4658
alpha/limit: 3.460e-04
limit if matter response positive: 349.8 ps/m
induced B at H=0: 40.00 uT
ceiling on induced B: 115.6 mT
M at H=0, at B=0: 31.831, 31.799 A/m
relative drop of eps at B=0: 1.197e-07
NEGLECTED EFFECTS
rough breakdown field: 1.0 MV/cm
field/breakdown: 0.10
barrier, tunnel length: 1.0 eV, 100 nm
tunnelling exponent: 683
polarization, quartic scale: 0.0974, 30 uC/cm2
relative loss of polarization: 1.05e-05
rough Neel temperature: 310 K
order at 290 K, 300 K: 0.389, 0.278
relative loss of order over 10 K: 0.285
cell side: 100 nm
rms thermal M in cell: 39.9 A/m
side for noise = 10% of signal: 1254 nm
PASS
```
